# Avrami exponent crossover from three to two with finite nucleation sites

Suppose a film starts as separate islands, and the covered fraction $\theta$ of the substrate is measured as it closes. A plot of $\ln[-\ln(1-\theta)]$ against $\ln t$ is drawn, and its slope is read as an Avrami exponent. For flat islands whose edges advance at constant speed, slope 3 is taken to mean steady nucleation and slope 2 to mean that all nuclei were present at the start. A slope of 2.7 then fits neither picture, and it invites a fractional dimension or an unusual growth law as the explanation. Extrapolation fails too. In the example below, the cubic law that holds at early times predicts 67% coverage at the moment when the model's coverage is 50%.

Neither difficulty calls for new growth physics. A limited supply of sites that activate at random produces both slopes in turn, with a slow passage between them.

## Assumptions and theorem

**A1. Sites.** $M$ sites lie independently and uniformly on a square of side $L$ and area $A=L^2$ with periodic edges. Their density is $N_0=M/A$. The large-surface limit is $A\to\infty$ at fixed $N_0$.

**A2. Activation.** Each site has its own activation time $\tau$, independent of the others and of position, with probability density $\nu e^{-\nu\tau}$ for $\tau>0$. This is first-order kinetics with rate $\nu$. A site already covered at its time $\tau$ is buried and forms no island.

**A3. Growth.** An island starts with zero radius, and the film edge advances everywhere at the same constant speed $v$. The covered region is therefore the union of discs of radius $v(t-\tau)$ around the sites that were not buried.

**Theorem.** In the large-surface limit the covered fraction is $\theta=1-e^{-X}$, where

$$X(t)=\kappa\,g(\nu t),\qquad \kappa=\frac{\pi N_0v^2}{\nu^2},\qquad g(x)=x^2-2x+2(1-e^{-x}).$$

The local Avrami exponent $n=d\ln X/d\ln t$ depends on $x=\nu t$ alone. It decreases strictly, from 3 as $x\to0$ to 2 as $x\to\infty$.

The quantity $X$ is called the extended area: it is the total disc area per unit substrate area, with overlaps counted repeatedly. Since $X=-\ln(1-\theta)$, $n$ is the slope of the Avrami plot.

## Buried sites may be counted

**Lemma 1.** Giving every buried site a fictitious disc of radius $v(t-\tau)$ leaves the covered region unchanged.

*Proof.* Let site $S$ be buried at time $\tau_S$ by the island of site $Q$. Then $|S-Q|\le v(\tau_S-\tau_Q)$. Let $P$ be any point in the fictitious disc at a later time $t$, so that $|P-S|\le v(t-\tau_S)$. The triangle inequality gives

$$|P-Q|\le|P-S|+|S-Q|\le v(t-\tau_S)+v(\tau_S-\tau_Q)=v(t-\tau_Q).$$

Hence $P$ already lies in the disc of $Q$. $\square$

The cancellation of $\tau_S$ works because all edges advance at the same speed at any given moment, whatever the age of their island. Suppose instead that the radius grows as $c\sqrt{t-\tau}$, and that $S$ lies on the edge of $Q$'s island when that island has age $a$. A time $s$ later, the fictitious disc reaches a distance $c(\sqrt a+\sqrt s)$ from $Q$, whereas the real island reaches $c\sqrt{a+s}$, which is smaller. The fictitious disc protrudes, and counting it overstates the coverage.

A simulation tested both cases on 4000 periodic squares, each with 40 sites, side $20v/\nu$ and 60 random probe points. With constant speed, buried sites changed no probe point at $\nu t=1$, 2 or 4. With radius $2(v/\nu)\sqrt{\nu(t-\tau)}$ they changed 0.35% of the points at $\nu t=4$.

## From one site to the covered fraction

**Lemma 2.** For $vt\le L/2$, the expected bare fraction is $(1-X/M)^M$, with

$$X=\pi N_0v^2\int_0^t\nu e^{-\nu s}(t-s)^2\,ds.$$

*Proof.* Fix a point $P$ and one site. If the site activates at $s<t$, its disc has area $\pi v^2(t-s)^2$. The condition $vt\le L/2$ keeps the disc from overlapping its periodic image. The site is uniformly placed, so the disc contains $P$ with probability equal to its area divided by $A$. Averaging over $s$ gives

$$q=\frac{\pi v^2}{A}\int_0^t\nu e^{-\nu s}(t-s)^2\,ds.$$

By Lemma 1 all $M$ sites may be treated alike. They are independent, so $P$ is bare with probability $(1-q)^M$. Since $M/A=N_0$, $Mq=X$. $\square$

At fixed $t$, $X$ stays fixed as $M$ grows, and

$$M\ln\left(1-\frac XM\right)=-X-\frac{X^2}{2M}-\dots\;\longrightarrow\;-X.$$

The expected bare fraction therefore tends to $e^{-X}$. A single large surface also shows this value. Two points farther apart than $2vt$ cannot be covered by the same disc, so both are bare with probability $(1-2q)^M\to e^{-2X}$, the product of the separate probabilities. Closer pairs are a fraction of order $v^2t^2/A$ of all pairs, which vanishes. The variance of the bare fraction thus tends to zero.

The word "finite" has two meanings here. A finite *density* of sites causes the crossover. A finite *number* $M$ adds a correction, which to leading order multiplies the bare fraction by $e^{-X^2/2M}$. In the simulation at $\nu t=4$, the bare fraction was $0.0381\pm0.0006$ (one standard error). The finite-$M$ formula gives 0.0384 and the infinite-surface formula 0.0437.

## The integral

Call the integral in Lemma 2 $I$. Integrate by parts with $u=(t-s)^2$, $du=-2(t-s)\,ds$, and $-e^{-\nu s}$ as the antiderivative of $\nu e^{-\nu s}$. The boundary term vanishes at $s=t$ and contributes $t^2$ from $s=0$:

$$I=t^2-2\int_0^t e^{-\nu s}(t-s)\,ds.$$

A second integration by parts gives

$$\int_0^t e^{-\nu s}(t-s)\,ds=\frac t\nu-\frac1\nu\int_0^t e^{-\nu s}ds=\frac t\nu-\frac{1-e^{-\nu t}}{\nu^2}.$$

Therefore

$$I=t^2-\frac{2t}{\nu}+\frac{2}{\nu^2}(1-e^{-\nu t})=\frac{g(\nu t)}{\nu^2},$$

and $X=\pi N_0v^2I=\kappa g(\nu t)$. This proves the first part of the theorem.

The same area can be counted by distance. A site at distance $r$ covers $P$ by time $t$ if it activated before $t-r/v$, so

$$X=N_0\int_0^{vt}2\pi r\left[1-e^{-\nu(t-r/v)}\right]dr.$$

Numerical integration of this form, with the example's parameters at 10, 100, 400 and 2000 cycles, agreed with $\kappa g$ to within one part in $10^8$.

## The exponent and its two limits

The constant $\kappa$ drops out of the logarithmic derivative. With $g'=2x-2+2e^{-x}$,

$$n(x)=\frac{x\,g'(x)}{g(x)}=\frac{2x(x-1+e^{-x})}{x^2-2x+2(1-e^{-x})}.$$

**Early times.** The series for $e^{-x}$ gives $2(1-e^{-x})=2x-x^2+x^3/3-x^4/12+\dots$. The first two terms cancel against $x^2-2x$, leaving

$$g=\frac{x^3}{3}-\frac{x^4}{12}+\dots,\qquad xg'=x^3-\frac{x^4}{3}+\dots$$

$$n=3\,\frac{1-x/3+\dots}{1-x/4+\dots}=3-\frac x4+O(x^2).$$

To leading order $X=\pi N_0\nu v^2t^3/3$. Few sites have been used, so islands appear at the nearly steady rate $N_0\nu$ per area. Their number contributes one power of time and the area of each contributes two.

**Late times.** Dropping terms of order $e^{-x}$,

$$n-2=\frac{2x^2-2x}{x^2-2x+2}-2=\frac{2x-4}{x^2-2x+2}=\frac2x+O(x^{-2}).$$

The approach to 2 is slow, and completing the square shows why:

$$X\simeq\pi N_0\left[v^2\left(t-\frac1\nu\right)^2+\frac{v^2}{\nu^2}\right].$$

The mean activation time is $1/\nu$ and its variance is $1/\nu^2$. The bracket is therefore the squared mean radius plus the variance of the radius. The islands behave as if they had started together at about $1/\nu$, but the Avrami plot measures time from zero. That offset fades only as a power of $t$, although the supply of unused sites falls exponentially.

## The exponent falls without a turn

**Lemma 3.** Let $f(0)=h(0)=0$, and for $x>0$ let $h'>0$ and $\rho=f'/h'$ be strictly decreasing. Then $f/h$ is strictly decreasing.

*Proof.* Since $f'=\rho h'$,

$$\frac{f(x)}{h(x)}=\frac{\int_0^x\rho(y)h'(y)\,dy}{\int_0^x h'(y)\,dy}.$$

This is a weighted average of $\rho$ over earlier arguments, where $\rho$ is larger, so it exceeds $\rho(x)$. Hence

$$\left(\frac fh\right)'=\frac{f'}{h}-\frac{fh'}{h^2}=\frac{h'}{h}\left(\rho-\frac fh\right)<0.\qquad\square$$

*Proof of the monotonic fall.* We have $g''=2(1-e^{-x})>0$ and $g'''=2e^{-x}$. Also $g(0)=g'(0)=0$, so $g'$ and $g$ are positive for $x>0$.

First take $f=xg''$ and $h=g'$. Then

$$\frac{f'}{h'}=1+\frac{xg'''}{g''}=1+\frac{x}{e^x-1}.$$

The derivative of the last fraction has the sign of $e^x-1-xe^x=e^x(1-x-e^{-x})$, which is negative because $e^{-x}>1-x$ for $x>0$. Lemma 3 shows that $xg''/g'$ decreases.

Next take $f=xg'$ and $h=g$. Then $f'/h'=1+xg''/g'$, which has just been shown to decrease. Lemma 3 shows that $n=xg'/g$ decreases. With the two limits, this gives $2<n<3$ for every finite positive $x$, and the theorem is proved. $\square$

## Which part of the crossover is visible

The exponent depends on $\nu t$, but the film closes when $X$ reaches a few units, and that depends on $\kappa$. An edge travels $v/\nu$ in one mean activation time, so $\kappa$ is the mean number of sites in a disc of that radius. Half coverage occurs when $g(x)=\ln2/\kappa$.

For $\kappa\gg1$, islands meet while most sites are still unused. The early form of $g$ gives

$$t_{1/2}\simeq\left(\frac{3\ln2}{\pi N_0\nu v^2}\right)^{1/3}.$$

For $\kappa=1000$ the exponent at half coverage is 2.97. To leading order the curve contains the product $N_0\nu$, so it cannot determine the two factors separately.

For $\kappa\ll1$, nearly all sites pass their activation times before the film closes. The late form gives

$$t_{1/2}\simeq\frac1\nu\left[1+\sqrt{\frac{\ln2}{\kappa}-1}\,\right].$$

For $\kappa=0.001$ this is $27.3/\nu$, and the exponent there is 2.07.

The exponent equals 2.9 at $x=0.426$, 2.5 at $x=3.10$ and 2.1 at $x=19.9$. Between the first and last, $X$ grows by a factor of about 15,400, whatever the value of $\kappa$. A coverage curve from 1% to 99% spans a factor of only $\ln(0.01)/\ln(0.99)=458$. Within this model, one such curve cannot show the whole passage from 2.9 to 2.1.

## Example: a delayed MgO film

Consider atomic layer deposition of MgO on a poorly reactive surface with scattered reactive defects. Time is counted in cycles. Rough typical values are a growth of 0.1 nm per cycle and a temperature of 500 K. If an island is a hemisphere that thickens equally on its whole surface, its footprint edge also advances by $v=0.1$ nm per cycle. The site density $N_0=10^{11}\ \mathrm{cm^{-2}}$ and the rate $\nu=0.01$ per cycle are chosen, not measured. They describe a strongly inhibited surface; a surface rich in reactive groups would be covered much sooner.

With $N_0=10^{-3}\ \mathrm{nm^{-2}}$,

$$\kappa=\frac{\pi(10^{-3})(0.1)^2}{(0.01)^2}=0.314.$$

Half coverage needs $g=0.693/0.314=2.21$, which is met at $x=2.195$:

$$g=4.818-4.390+2(1-0.111)=2.21.$$

Thus $t_{1/2}=2.195/0.01=219.5$ cycles, and

$$n=\frac{2(2.195)(1.195+0.111)}{2.206}\simeq2.60.$$

The early cubic law would give $X=0.314(2.195)^3/3=1.11$ at this time, hence the 67% coverage quoted at the start.

Coverage reaches 1% at 48 cycles, with $n=2.89$, and 99% at 470 cycles, with $n=2.38$. The straight line through these two end points of the Avrami plot has slope 2.68. That number is a chord across a changing slope and does not represent a separate growth law. At half coverage 89% of the sites, buried ones included, have passed their activation times. The exponent is still far from 2, and the late form of $g$ cannot be used yet. It would give 2.16 here instead of 2.60, because dropping the $e^{-x}$ term amounts to counting a squared radius $v^2(t-\tau)^2$ even for sites that have not activated.

## What the model leaves out

Each change below is made alone, with the other parameters held fixed.

**Site arrangement.** Of the changes sized here, this one alters the coverage at 219.5 cycles most. On a square lattice of the same density, coverage at 219.5 cycles is 64% instead of 50%, and the local exponent is 3.38 (the coarse $40\times40$ mesh behind the listed output gives 3.39; finer meshes converge to 3.38). A slope above 3 is impossible under the theorem, so the random placement in A1 is essential. The reason is clearest before neighbouring islands can touch. Then $\theta$ equals the extended area $X$ itself, and the Avrami plot has slope

$$\frac{d\ln[-\ln(1-X)]}{d\ln t}=n\,\frac{X}{(1-X)[-\ln(1-X)]}>n,$$

because $-\ln(1-X)<X/(1-X)$ for $0<X<1$. At 219.5 cycles the oldest islands have radius 22 nm, more than half the 31.6 nm spacing, so some overlap has begun and the quoted value comes from the full lattice sum.

**Starting size.** Let an island begin with radius $r_0=0.2$ nm, roughly one MgO layer spacing. While $\nu t\ll1$,

$$X\simeq\pi N_0\nu\,\frac{(r_0+vt)^3-r_0^3}{3v}.$$

This is linear in $t$ when $vt\ll r_0$, so the earliest exponent is 1. A clear cubic range needs $r_0/v\ll t\ll1/\nu$, here 2 cycles $\ll t\ll$ 100 cycles. That window is too narrow: the exponent peaks at 2.77, near 51 cycles. Half coverage moves only to 217.5 cycles. This estimate counts buried sites, whose discs can now protrude by up to $r_0$.

**Island shape.** MgO is cubic and may form facets. Aligned square footprints of half-width $vt$ have area $4v^2t^2$, which multiplies $X$ by $4/\pi$. Half coverage comes at 200 cycles, while $n$ at a given time is unchanged. Randomly turned squares are not covered by this estimate.

**Nucleation away from the sites.** A steady background rate $J$ per area adds $\pi Jv^2t^3/3$ to $X$. This cubic term eventually overtakes the quadratic one, so exponent 3 returns. A rate of $6.3\times10^7\ \mathrm{cm^{-2}}$ per cycle, about 6% of the initial rate $N_0\nu$, adds 10% to $X$ at 219.5 cycles. At 470 cycles it raises the exponent from 2.38 to 2.46. The return to 3 would be nearly complete at $\nu t=1000$, long after this film has closed.

**Unequal sites and temperature.** If half the sites activate at $0.5\nu$ and half at $1.5\nu$, half coverage comes at 225.5 cycles, with exponent 2.57. For an assumed activation barrier of 1 eV, a rise of 5 K multiplies $\nu$ by 1.26 and brings half coverage to about 209 cycles.

**Counting.** At 220 cycles, activation and growth in whole cycles change the coverage from 50.2% to 50.0% if an island first grows in the cycle after its site activates, and to 50.4% if it already grows in the activation cycle. At half coverage, a periodic square of one square micrometre with exactly 1000 sites has a mean coverage about $10^{-4}$ above that of the infinite surface. The scatter between single fields of view on a large film is a separate effect and has not been sized. Surface migration of the deposit, which could alter island shapes and edge speeds, has not been sized.

These estimates bear on reading a measured curve. If A1–A3 hold and $v$ is known, the slope at half coverage fixes $x$. Then $\nu=x/t_{1/2}$ and $N_0=\nu^2\ln2/[\pi v^2g(x)]$. The inversion is poorly conditioned near slope 3, where $N_0$ and $\nu$ enter mainly as a product. Near slope 2 it fixes $N_0$ well but $\nu$ poorly: at slope 2.1, an error of 0.02 in the slope changes $\nu$ by about 20% ($+25\%$ if the slope is read too low, $-17\%$ if too high) and $N_0$ by about 2%. Every slope between 2 and 3 returns a solution, so obtaining one does not confirm A1–A3. The starting radius and the unequal rates above lower the slope at half coverage from 2.60 to 2.58 and 2.57, and the inversion would absorb this into shifted values of $\nu$ and $N_0$; near slope 2.6 a shift of 0.02 moves $\nu$ by about 7%. A slope above 3 has no solution. On a finite field of view it can arise from scatter alone, so it shows that an assumption has failed only if the excess over 3 is larger than the scatter between fields and the measurement error. The main computed values are in the numerical output below.

## Computed values

```
simulation: sites per periodic square = 40
simulation: number of squares = 4000
nu t=1: bare fraction sim 0.9204 +- 0.0006, finite M 0.9203, infinite 0.9203
nu t=2: bare fraction sim 0.5794 +- 0.0012, finite M 0.5787, infinite 0.5808
nu t=4: bare fraction sim 0.0381 +- 0.0006, finite M 0.0384, infinite 0.0437
points changed by buried sites, constant speed = 0
fraction changed, square-root growth = 0.0035
nu t where exponent is 2.9 = 0.426
nu t where exponent is 2.5 = 3.099
nu t where exponent is 2.1 = 19.888
growth factor of X from exponent 2.9 to 2.1 = 15361
growth factor of X from 1% to 99% coverage = 458
kappa=0.001: half coverage at nu t=27.309, exponent 2.073
kappa=1: half coverage at nu t=1.420, exponent 2.712
kappa=1000: half coverage at nu t=0.129, exponent 2.968
site density = 1.0e+11 cm^-2
site spacing 1/sqrt(N0) = 31.6 nm
edge speed = 0.1 nm/cycle
activation rate = 0.01 per cycle
kappa = 0.3142
coverage 0.01: 47.6 cycles, nu t=0.476, exponent 2.889
coverage 0.50: 219.5 cycles, nu t=2.195, exponent 2.600
coverage 0.99: 469.8 cycles, nu t=4.698, exponent 2.376
Avrami chord slope, 1% to 99% = 2.676
oldest island radius at half coverage = 22.0 nm
site fraction past activation time at half coverage = 0.889
starting radius = 0.2 nm
with it: half coverage at 217.5 cycles
with it: exponent at 1 cycle = 1.417
with it: highest exponent 2.769 at 51 cycles
coverage at 220 cycles: continuous 0.5019, whole cycles 0.4998
square footprints: half coverage at 200.2 cycles
regular sites at 219.5 cycles: coverage 0.642, exponent 3.386
rates 0.5 nu and 1.5 nu: half coverage at 225.5 cycles, exponent 2.570
background rate adding 10% to X at half coverage = 6.26e+07 cm^-2 per cycle
with it: exponent at 469.8 cycles = 2.457
with it: formal exponent at nu t=1000 = 2.954
temperature = 500 K, drift = 5 K, assumed barrier = 1.0 eV
drift multiplies activation rate by 1.258
after drift: half coverage at 208.6 cycles
sites in one square micrometre = 1000
mean coverage shift from finite site number = 1.20e-04
```
